# Internal Relaxation, Relaxed Elastic Constants and the Kleinman Internal Strain

A crystalline film bonded to a substrate is strained when the two contract by different amounts on cooling. The substrate fixes the film's average in-plane deformation, and the stress follows from the film's elastic constants. But a deformation of the lattice does not say where the atoms inside each cell go. They may follow the average deformation, or move away from it if that lowers the energy. How does this freedom change the elastic constants, and can it ever make the crystal stiffer?

The nuclei are treated here as classical and at rest, so thermal and zero-point motion are left out. The reference crystal has no stress and no forces on its atoms, and strains are small enough for an energy of second order. The algebra has the same form in atomic units as in the eV and angstrom used for numbers.

## 1. One shear, one internal coordinate

Take the diamond structure with cubic constant $a$, and let $s=a/4$. An atom of sublattice A has four neighbours on sublattice B, at

$$\mathbf d_1=s(1,1,1),\quad \mathbf d_2=s(1,-1,-1),\quad \mathbf d_3=s(-1,1,-1),\quad \mathbf d_4=s(-1,-1,1).$$

The bond length obeys $d^2=3s^2$, and two different bonds have $\mathbf d_i\cdot\mathbf d_j=-s^2=-d^2/3$. The primitive cell holds two atoms and has volume $\Omega=a^3/4=16s^3$.

Apply the engineering shear $\gamma=\gamma_{xy}=2\varepsilon_{xy}$ and let sublattice B shift by $\mathbf u$ relative to A, beyond the homogeneous deformation. A bond becomes

$$\mathbf r_i=\mathbf d_i+\varepsilon\,\mathbf d_i+\mathbf u .$$

A half-turn about $z$ through an atom maps the crystal and this shear onto themselves but reverses $u_x$ and $u_y$. The shear therefore exerts no force along $x$ or $y$, and $\mathbf u=(0,0,u)$ suffices.

As an explicit energy take the Keating form: $3\alpha(r_i^2-d^2)^2/(8d^2)$ for each bond and $3\beta(\mathbf r_i\cdot\mathbf r_j+d^2/3)^2/(8d^2)$ for each angle between two bonds at an atom. Every term is a square that vanishes in the reference, which is thus free of force and stress. For the same reason, first-order changes inside the brackets give the energy to second order.

**Bonds.** With $x_iy_i=s^2\sigma_i$ and $z_i=s\sigma_i$, where $\sigma=(+,-,-,+)$,

$$r_i^2-d^2\simeq 2\,\mathbf d_i\cdot(\varepsilon\mathbf d_i+\mathbf u)=2(\gamma x_iy_i+z_iu)=2s\sigma_i(u+s\gamma).$$

The prefactor is $3\alpha/(8d^2)=\alpha/(8s^2)$, so four bonds give $4\cdot\frac{\alpha}{8s^2}\cdot4s^2(u+s\gamma)^2=2\alpha(u+s\gamma)^2$.

**Angles.** The scalar product of two bonds changes by

$$\gamma(x_iy_j+y_ix_j)+u(z_i+z_j).$$

For the pair (1,4) this is $2s(u-s\gamma)$, and for (2,3) it is $-2s(u-s\gamma)$. For the other four pairs both brackets vanish. One atom contributes $2\cdot\frac{\beta}{8s^2}\cdot4s^2(u-s\gamma)^2=\beta(u-s\gamma)^2$. The bonds seen from a B atom are the $-\mathbf r_i$, with the same scalar products, so the two atoms together give twice this. The energy per cell is

$$E=2\alpha(u+s\gamma)^2+2\beta(u-s\gamma)^2. \tag{1}$$

The bond terms favour $u=-s\gamma$ and the angle terms favour $u=+s\gamma$. Setting $\partial E/\partial u=4\alpha(u+s\gamma)+4\beta(u-s\gamma)$ to zero gives the compromise

$$u^*=-\frac{\alpha-\beta}{\alpha+\beta}\,s\gamma .$$

At this point $u^*+s\gamma=2\beta s\gamma/(\alpha+\beta)$ and $u^*-s\gamma=-2\alpha s\gamma/(\alpha+\beta)$, so

$$E_{\min}=\frac{8s^2\gamma^2(\alpha\beta^2+\beta\alpha^2)}{(\alpha+\beta)^2}=\frac{8\alpha\beta}{\alpha+\beta}s^2\gamma^2 .$$

Clamped ions have $u=0$ and $E=2(\alpha+\beta)s^2\gamma^2$. Equating each energy to $\frac12\Omega C_{44}\gamma^2$, with $\Omega=16s^3$ and $a=4s$,

$$C_{44}^0=\frac{\alpha+\beta}{a},\qquad C_{44}=\frac{4\alpha\beta}{(\alpha+\beta)a}. \tag{2}$$

**Kleinman's parameter.** The internal strain parameter $\zeta$ is defined by

$$u^*=-\zeta\,\frac{a}{4}\,\gamma_{xy}, \tag{3}$$

and cyclically for the other shears. The sign belongs to the choice made above, with a B atom at $+s(1,1,1)$ from its A neighbour. In this model $\zeta=(\alpha-\beta)/(\alpha+\beta)$, and (2) gives $C_{44}/C_{44}^0=4\alpha\beta/(\alpha+\beta)^2=1-\zeta^2$.

The geometry explains the scale of $\zeta$. To first order the bond along (111) stretches by the fraction

$$\frac{\mathbf d_1\cdot(\varepsilon\mathbf d_1+\mathbf u)}{d^2}=\frac{s(s\gamma+u)}{3s^2}=\frac{(1-\zeta)\gamma}{3}.$$

The other bonds have the same magnitude with the sign $\sigma_i$. Hence $\zeta=0$ means that atoms follow the strain, and $\zeta=1$ that bond lengths are rigid to first order.

**Limits.** For $\beta\to0$ the bonds alone act: $\zeta\to1$ and $C_{44}\to0$, although $C_{44}^0$ stays finite. The shear then costs nothing at this order, and clamping creates the whole stiffness. For $\alpha=\beta$ the two forces on the sublattice cancel, and $C_{44}=C_{44}^0$. For $\beta>\alpha$ the parameter is negative: $\alpha=1$, $\beta=2$ eV/Å$^2$ gives $\zeta=-0.3333$. The interval from 0 to 1 is therefore not a bound.

**Numbers.** Choose $a=5$ Å, $\alpha=3$ and $\beta=0.75$ eV/Å$^2$. Then $\zeta=2.25/3.75=0.6$, and

$$C_{44}^0=\frac{3.75}{5}=0.75,\qquad C_{44}=\frac{4(3)(0.75)}{3.75\cdot5}=0.48\ \text{eV/Å}^3,$$

or 120.2 and 76.9 GPa. Clamping overestimates the constant by 56 percent of its relaxed value. At one percent shear the sublattice moves by $-0.6\cdot5\cdot0.01/4=-0.0075$ Å, and the stretch of the (111) bond falls from 0.333 to 0.133 percent. Minimizing the full nonlinear energy at small finite shear gives the same $\zeta$ and $C_{44}$.

## 2. Strains that leave the sublattice in place

Now apply normal strains $\varepsilon_1,\varepsilon_2,\varepsilon_3$ along the cube axes. A half-turn about $x$ leaves them unchanged and reverses $u_z$; the other half-turns treat the other components likewise. No component of $\mathbf u$ can couple to them.

With $T=\varepsilon_1+\varepsilon_2+\varepsilon_3$, each bond has $r_i^2-d^2\simeq2s^2T$. Each scalar product changes by $2s^2(2\varepsilon_c-T)$, where $c$ is the axis along which the two bonds have components of equal sign. Two pairs at each atom belong to each axis. Hence

$$E=2\alpha s^2T^2+2\beta s^2\sum_c(2\varepsilon_c-T)^2
=2s^2\Big[(\alpha-\beta)T^2+4\beta\sum_c\varepsilon_c^2\Big],$$

because $\sum_c(2\varepsilon_c-T)^2=4\sum_c\varepsilon_c^2-4T^2+3T^2$. Division by $\Omega=4s^2a$ gives $C_{11}=(\alpha+3\beta)/a=1.05$ and $C_{12}=(\alpha-\beta)/a=0.45$ eV/Å$^3$, clamped or relaxed.

This matters for a film. If its normal is a cube axis and its in-plane strain is isotropic, the strain has no shear component in cube axes and $\zeta$ plays no part. If its normal is $\mathbf n=(1,1,1)/\sqrt3$, the strain is $e\,\mathbf 1+t\,\mathbf n\mathbf n^{\mathsf T}$. Its components $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=t/3$ drive internal displacement unless $t$ or $\zeta$ is zero.

## 3. Any number of atoms

For a general cell, collect the six strain components in $\eta$ (engineering shears) and all displacements from the homogeneously strained positions in $u$. To second order the energy relative to the reference is

$$E=\tfrac12\Omega\,\eta\cdot C^0\eta+u\cdot\Lambda\eta+\tfrac12u\cdot Ku. \tag{4}$$

There are no linear terms, since stress and forces vanish in the reference. The matrix $K$ holds the force constants, and $-\Lambda\eta$ holds the forces that strain exerts on clamped atoms. In a polar crystal all three blocks are taken at zero macroscopic electric field.

A common translation $t$ of all atoms changes no energy. Since $E(u+t,\eta)=E(u,\eta)$ for every $u$ and $\eta$, we have $Kt=0$ and $t\cdot\Lambda\eta=0$. One atom can thus be held fixed, and from here on $u$, $\Lambda$ and $K$ refer to the remaining atoms. Assume that this reduced $K$ is positive definite.

Stationarity requires $Ku+\Lambda\eta=0$, so $u^*=-K^{-1}\Lambda\eta$. To see that this is the minimum, expand, using $K=K^{\mathsf T}$ and $Ku^*=-\Lambda\eta$:

$$\tfrac12(u-u^*)\cdot K(u-u^*)=\tfrac12u\cdot Ku+u\cdot\Lambda\eta+\tfrac12(\Lambda\eta)\cdot K^{-1}(\Lambda\eta).$$

The first two terms on the right are those in (4). Therefore

$$E=\tfrac12\Omega\,\eta\cdot C\eta+\tfrac12(u-u^*)\cdot K(u-u^*),\qquad
C=C^0-\frac1\Omega\Lambda^{\mathsf T}K^{-1}\Lambda. \tag{5}$$

The second term of $E$ is never negative and vanishes at $u=u^*$, so $C$ contains the relaxed elastic constants. For every strain

$$\eta\cdot(C^0-C)\eta=\frac1\Omega(\Lambda\eta)\cdot K^{-1}(\Lambda\eta)\ge0, \tag{6}$$

with equality when $\Lambda\eta=0$ and not otherwise. This is the precise sense of "no stiffer": no strain pattern costs more energy after relaxation. A single nonzero component of $\eta$ gives $C_{ii}\le C^0_{ii}$. An off-diagonal constant changes by $-(\Lambda e_i)\cdot K^{-1}(\Lambda e_j)/\Omega$, with $e_i$ the unit strains, and this may have either sign.

If $C$ is positive definite, the compliances are ordered the other way. For a given stress $\sigma$,

$$\tfrac12\sigma\cdot C^{-1}\sigma=\max_\eta\left[\sigma\cdot\eta-\tfrac12\eta\cdot C\eta\right],$$

and replacing $C$ by $C^0$ raises the bracket for no $\eta$, so it cannot raise the maximum.

**Back to one coordinate.** In diamond or zincblende the half-turns forbid off-diagonal elements of $K$ for the relative displacement, and the threefold axes make its diagonal elements equal, so $K=k\mathbf 1$. The half-turn about $z$ excludes a coupling of $u_z$ to $\gamma_{yz}$ and $\gamma_{zx}$. What remains is $\Lambda u_z\gamma_{xy}$ and its cyclic partners, with one number $\Lambda$. Comparing $u^*=-\Lambda\gamma/k$ with (3), and using $\Omega=a^3/4$,

$$\zeta=\frac{4\Lambda}{ka},\qquad C_{44}^0-C_{44}=\frac{\Lambda^2}{k\Omega}=\frac{k\zeta^2}{4a}. \tag{7}$$

These relations rest on the symmetry of diamond or zincblende, not on a particular force field. Expanding (1) gives $k=4(\alpha+\beta)=15$ eV/Å$^2$ and $\Lambda=4s(\alpha-\beta)=11.25$ eV/Å. Then $\zeta=4(11.25)/(15\cdot5)=0.6$ and the drop is $15(0.36)/20=0.27$ eV/Å$^3$, in agreement with Section 1.

## 4. What "clamped" means, and unfinished relaxation

Suppose the atoms are made to follow some other linear rule, $u=B\eta$. With $B^*=-K^{-1}\Lambda$, equation (5) gives

$$C_B=C+\frac1\Omega(B-B^*)^{\mathsf T}K(B-B^*). \tag{8}$$

Every such rule gives constants no softer than $C$. Clamped constants thus depend on the convention for holding the atoms; relaxed constants do not.

As a check, strain the lattice translations of diamond but leave the vector $\mathbf d_1$ between the two atoms of the cell unchanged. Relative to the homogeneous deformation this means $\mathbf u=-\varepsilon\mathbf d_1=-s\gamma(\tfrac12,\tfrac12,0)$, while the relaxed value is $-s\gamma(0,0,\zeta)$. The squared difference is $s^2\gamma^2(\tfrac12+\zeta^2)$, and since $s^2/\Omega=1/(4a)$,

$$C_{44}^{B}=0.48+\frac{15(0.5+0.36)}{20}=1.125\ \text{eV/Å}^3 .$$

The finite-difference energy gives this value too, and relaxing from this starting point returns 0.48 eV/Å$^3$.

Equation (8) also covers incomplete relaxation. If a calculation stops at $\zeta'$ instead of $\zeta$ and takes $C_{44}$ from the energy, the excess is $k(\zeta'-\zeta)^2/(4a)$. For $\zeta'=0.5$ it is $15(0.01)/20=0.0075$, giving 0.4875 eV/Å$^3$. An error of 17 percent in $\zeta$ has become 1.6 percent in $C_{44}$, each relative to its relaxed value. The error is of second order and positive.

A constant taken from the stress is less forgiving. At fixed $u$ the shear stress is $(\partial E/\partial\gamma)/\Omega=C_{44}^0\gamma+\Lambda u/\Omega$. With $u=-\zeta'a\gamma/4$ and (7), its ratio to $\gamma$ is

$$C_{44}^0-\frac{k\zeta\zeta'}{4a}=C_{44}+\frac{k\zeta(\zeta-\zeta')}{4a}.$$

For $\zeta'=0.5$ this is $0.75-0.225=0.525$ eV/Å$^3$, an error of 9.4 percent. It is of first order and changes sign with $\zeta-\zeta'$, so internal forces must be converged more tightly when stresses are used.

## 5. When the internal coordinate is unstable

Positivity of $K$ entered through the last term of (5). If $k<0$, the stationary point in $u$ is a maximum, and (7) adds to the clamped constant. With $\alpha=1$ and $\beta=-1.5$ eV/Å$^2$, $k=-2$ eV/Å$^2$. The clamped value is $-0.1$ eV/Å$^3$ and the stationary value is $+2.4$ eV/Å$^3$. The latter is not an elastic constant: the quadratic energy falls without limit as $|u|$ grows, so only higher orders could provide a minimum. In this example they do not: at zero strain the full Keating energy is $2(\alpha+\beta)u^2+(\alpha+3\beta)u^4/(2s^2)$, and both coefficients are negative.

The approach to such a point is instructive. Let $k$ decrease through positive values with $\Lambda\ne0$ and $C_{44}^0>0$ fixed. By (7), $C_{44}$ reaches zero at $k=\Lambda^2/(\Omega C_{44}^0)$, which is still positive. The crystal loses its resistance to shear before the internal coordinate itself becomes unstable.

## 6. The same result in terms of phonons

Let $M$ be the diagonal matrix of atomic masses, and restore all atoms to $K$ and $\Lambda$. Let $e_m$ be the orthonormal eigenvectors of $M^{-1/2}KM^{-1/2}$ with eigenvalues $\omega_m^2$. Writing $u=M^{-1/2}\sum_mq_me_m$ turns (4) into

$$E=\tfrac12\Omega\,\eta\cdot C^0\eta+\sum_m\left[q_m\,f_m\cdot\eta+\tfrac12\omega_m^2q_m^2\right],\qquad f_m=\Lambda^{\mathsf T}M^{-1/2}e_m .$$

The three translations have $\omega_m=0$ and $f_m=0$ and drop out. Each other mode is minimized by $q_m=-f_m\cdot\eta/\omega_m^2$ and lowers the energy by $(f_m\cdot\eta)^2/(2\omega_m^2)$. Hence

$$C^0-C=\frac1\Omega\sum_{m\,\text{optical}}\frac{f_mf_m^{\mathsf T}}{\omega_m^2}. \tag{9}$$

Soft modes that couple to strain contribute most for a given $f_m$. Masses appear in each term but not in the sum, because the left side is static.

In diamond and zincblende, with two atoms per primitive cell, the relative motion has reduced mass $\mu$ and $k=\mu\omega^2$, where $\omega$ is the transverse optical frequency (the longitudinal mode of a polar crystal carries a macroscopic field). Equation (7) becomes

$$C_{44}^0-C_{44}=\frac{\mu\omega^2\zeta^2}{4a}. \tag{10}$$

With two atoms of 30 u, $\mu=15$ u and $\omega^2=15/15=1$ eV/(Å$^2$ u), a frequency $\omega/2\pi$ of 15.63 THz. Equation (10) then gives 43.3 GPa, the difference between 120.2 and 76.9 GPa.

The frequency also sets the range of validity. Let a homogeneous strain oscillate at angular frequency $\nu$. If the inertial force due to the acceleration of the homogeneously strained positions is left out, the equation of motion $\ddot q_m+\omega_m^2q_m=-f_m\cdot\eta$ replaces $\omega_m^2$ by $\omega_m^2-\nu^2$ in the response. The omitted force is also proportional to $\nu^2$, so both corrections vanish for slow strain. Relaxed constants apply when $\nu\ll\omega_m$ for all coupled modes. Ultrasound at 1 GHz is four orders of magnitude below the optical frequency found here.

## 7. Wurtzite: several coordinates at once

Ideal wurtzite has the same tetrahedra stacked differently, with four atoms per cell and nine internal coordinates. The same $\alpha$, $\beta$ and $d$ give, in eV/Å$^3$:

| | clamped | relaxed |
|---|---|---|
| $C_{11}$ | 1.50 | 1.21 |
| $C_{33}$ | 1.65 | 1.29 |
| $C_{44}$ | 0.45 | 0.36 |
| $C_{66}$ | 0.60 | 0.40 |
| $C_{12}$ | 0.30 | 0.41 |
| $C_{13}$ | 0.15 | 0.33 |

All diagonal constants fall, while $C_{12}$ and $C_{13}$ rise; $C_{13}$ more than doubles. This does not conflict with (6). For the three normal strains, clamped minus relaxed is

$$\begin{pmatrix}0.29&-0.11&-0.18\\-0.11&0.29&-0.18\\-0.18&-0.18&0.36\end{pmatrix}.$$

Each row sums to zero, so the strain $(1,1,1)$ gains nothing. The reason is geometric: uniform dilation keeps every tetrahedron regular, each atom feels four equal forces along its bonds, and these cancel. With no gain for dilation, the positive diagonal entries must be balanced by negative off-diagonal ones. The strains $(1,-1,0)$ and $(1,1,-2)$ have eigenvalues $0.29+0.11=0.40$ and $0.29-0.11+0.36=0.54$. The shears supply 0.09 twice and 0.20. No eigenvalue is negative, as (6) requires.

The relaxed matrix was tested against minimized nonlinear energies, and the mode sum (9), with masses of 30 and 70 u on the two sublattices, reproduces the same difference. The values are listed in the numerical output. They belong to a short-range model without charges; a real polar wurtzite crystal would also need its electrical boundary condition specified.

## Computed values

```
DIAMOND STRUCTURE MODEL
lattice constant a = 5.00 angstrom
bond length d = 2.1651 angstrom
cell volume = 31.250 angstrom^3
alpha = 3.00, beta = 0.75 eV/angstrom^2
k = 15.0000 eV/angstrom^2
coupling L (u_z with g_xy) = 11.2500 eV/angstrom
zeta from minimization = 0.6000
C11 = 1.0500 eV/angstrom^3
C12 = 0.4500 eV/angstrom^3
C44 clamped = 0.7500 eV/angstrom^3
C44 relaxed = 0.4800 eV/angstrom^3
C44 clamped = 120.2 GPa
C44 relaxed = 76.9 GPa
C44 relaxed/clamped = 0.6400
optical frequency, mass 30 u = 15.63 THz
C44 drop from frequency and zeta = 43.3 GPa
C44 with trial zeta 0.5 = 0.4875 eV/angstrom^3
u_z at g_xy = 0.01: -0.00750 angstrom
(111) bond stretch, zeta 0.0: 0.3333 percent
(111) bond stretch, zeta 0.6: 0.1333 percent
(111) bond stretch, zeta 1.0: 0.0000 percent
C44 held, basis unstrained = 1.1250 eV/angstrom^3
C44 relaxed from there = 0.4800 eV/angstrom^3
zeta for alpha 1, beta 2 = -0.3333
UNSTABLE CASE alpha 1, beta -1.5 eV/angstrom^2
k = -2.0000 eV/angstrom^2
C44 clamped = -0.1000 eV/angstrom^3
C44 stationary = 2.4000 eV/angstrom^3
WURTZITE MODEL, eV/angstrom^3: clamped, relaxed
C11: 1.5000, 1.2100
C12: 0.3000, 0.4100
C13: 0.1500, 0.3300
C33: 1.6500, 1.2900
C44: 0.4500, 0.3600
C66: 0.6000, 0.4000
eigenvalues of clamped minus relaxed, eV/angstrom^3:
0.0000 0.0900 0.0900 0.2000 0.4000 0.5400
softest optical eigenvalue = 0.0588 eV/(angstrom^2 u)
```
